# Jamming of randomly adsorbed dimers on a six-site ring

## The problem

In pulsed growth a surface is exposed to a precursor for a limited time, and the precursor is then purged. If adsorption stops by itself, and the pulse is long enough to reach that point, the amount adsorbed is set by the surface and not by the length of the pulse. A small model shows what fixes the coverage at which this happens when each molecule needs two neighbouring sites.

Six equivalent sites, numbered 1 to 6, form a ring, so that site 6 is a neighbour of site 1. A dimer lands on two neighbouring empty sites and stays there: it does not desorb, move or break up. Dimers affect each other only by occupying sites. The ring starts empty. Each successful adsorption picks one of the currently empty neighbouring pairs, all with equal probability. When no such pair is left, the ring is jammed. The coverage $\theta$ is the number of occupied sites divided by six.

(a) What is the expected coverage of a jammed ring, and how widely do single rings scatter about it?

(b) During a pulse, every pair is hit by molecules at a constant rate $k$, and a hit succeeds if both sites are empty. What is the mean coverage after an exposure time $t$?

(c) How long must the exposure be to reach 99 % of the expected jamming coverage if $k=0.5\ \mathrm{s^{-1}}$?

## A tempting solution of part (a)

Write $12$ for a dimer on sites 1 and 2, and so on. The possible positions are $12, 23, 34, 45, 56, 61$. We list the jammed arrangements.

One dimer leaves four empty sites in a row, so the ring is not jammed. Two dimers leave two empty sites. If these are neighbours, a third dimer fits; if they are separated, the ring is jammed. Separation requires one empty site in each of the two gaps between the dimers, so the dimers sit opposite each other. Three dimers fill the ring. The complete list is therefore

- full rings: $\{12,34,56\}$ and $\{23,45,61\}$, with $\theta=1$;
- rings with two holes: $\{12,45\}$, $\{23,56\}$ and $\{34,61\}$, with $\theta=4/6=2/3$.

Adsorption is random, so each of the five arrangements is given the probability $1/5$:

$$
\langle\theta\rangle_{\text{equal}}=\frac{1}{5}\left(2\cdot 1+3\cdot\frac{2}{3}\right)=\frac{4}{5}.
$$

The list is correct and so is the arithmetic. The answer is nevertheless wrong.

## Where the fault lies

The problem makes the available pairs equally likely at each adsorption. It says nothing about final arrangements being equally likely. Their probabilities have to be worked out from the sequences of adsorptions that produce them.

Take $\{12,45\}$. Suppose $12$ arrives first. It was one of six possible pairs, so this has probability $1/6$. Sites 3, 4, 5 and 6 are still empty and offer the three pairs $34$, $45$ and $56$, so $45$ follows with probability $1/3$. The ring is then jammed. The reverse order has the same probability by symmetry. Hence

$$
p(\{12,45\})=2\cdot\frac{1}{6}\cdot\frac{1}{3}=\frac{1}{9}.
$$

Now take $\{12,34,56\}$. The first dimer again has probability $1/6$ and the second $1/3$. After them one empty pair remains, and the third dimer lands there with probability 1. The three dimers can arrive in $3!=6$ orders, each with this same probability, so

$$
p(\{12,34,56\})=6\cdot\frac{1}{6}\cdot\frac{1}{3}\cdot 1=\frac{1}{3}.
$$

A full arrangement is three times as probable as one with holes, because it can be reached in six orders instead of two. The probabilities add up correctly: $2\cdot\frac13+3\cdot\frac19=1$. Equal weighting describes a different experiment, in which somebody draws a finished arrangement from a list of five. Irreversible adsorption never revisits its earlier choices, so the weights produced by the sequences of arrival remain in the final state.

## The right solution of part (a)

The same result follows more directly from the gap left by the first dimer. By symmetry we may put that dimer on $12$. The remaining row 3, 4, 5, 6 can receive its next dimer in three equally likely ways.

- On $34$ or $56$, with total probability $2/3$, the dimer touches the first one. The other two sites of the row remain as an empty pair. Nothing else can happen to this pair except that it fills, so the row finally gains four occupied sites.
- On $45$, with probability $1/3$, the dimer leaves sites 3 and 6 empty and isolated. The row gains two occupied sites and can gain no more.

The mean gain of the row is

$$
\frac{2}{3}\cdot 4+\frac{1}{3}\cdot 2=\frac{8}{3}+\frac{2}{3}=\frac{10}{3}.
$$

Adding the two sites of the first dimer and dividing by six gives

$$
\boxed{\langle\theta_J\rangle=\frac{1}{6}\left(2+\frac{10}{3}\right)=\frac{1}{6}\cdot\frac{16}{3}=\frac{8}{9}}
$$

The complete enumeration confirms it. There are $6\cdot2\cdot1=12$ ordered histories that end full and $6\cdot1=6$ that end with two holes. Every one of these 18 histories has probability $\frac16\cdot\frac13=\frac1{18}$, since the forced third step contributes a factor 1. Thus

$$
\langle\theta_J\rangle=\frac{1}{18}\left(12\cdot1+6\cdot\frac{2}{3}\right)=\frac{16}{18}=\frac{8}{9}.
$$

Counting histories with equal weight is allowed here because each history meets the same numbers of choices, six and then three. That had to be checked; it is not part of the adsorption rule.

### Scatter of single rings

No single ring has coverage $8/9$. A ring ends at $1$ with probability $2/3$ or at $2/3$ with probability $1/3$. For two values a distance $d$ apart, with probabilities $p$ and $1-p$, the variance is $p(1-p)d^2$. Here $d=1/3$, and

$$
\operatorname{Var}(\theta_J)=\frac{2}{3}\cdot\frac{1}{3}\cdot\left(\frac{1}{3}\right)^2=\frac{2}{81}.
$$

The standard deviation is $\sqrt2/9\approx0.157$. For the average over $N$ independent rings it is smaller by the factor $1/\sqrt N$. A surface carrying many such rings therefore has a well-defined saturation coverage near $8/9$, although each ring is either full or one third empty.

### Why six sites are needed

On a ring of three sites, the first dimer leaves one hole, and $\theta_J=2/3$. On four sites it leaves one empty pair, which fills, and $\theta_J=1$. On five sites it leaves a row of three; the second dimer takes either end and leaves one hole, so $\theta_J=4/5$. In these rings the final coverage does not depend on the random choices. Six is the smallest ring size, starting from three, for which it does.

## Blind hits and the choice of a pair

Part (b) describes molecules that hit all pairs at the same rate, including blocked ones. We must check that this leads to the same jamming coverage. Let $a$ pairs be open. A given hit falls on one particular open pair with probability $1/6$, and it is rejected with probability $1-a/6$. The next success falls on that particular pair after $r=0,1,2,\dots$ rejections, with total probability

$$
\sum_{r=0}^{\infty}\left(1-\frac{a}{6}\right)^r\frac{1}{6}
=\frac{1}{6}\cdot\frac{1}{1-(1-a/6)}=\frac{1}{a}.
$$

The open pairs are equally likely, as required. Rejected hits cost time but do not alter the sequence of choices.

There is a second way to see the final state. Since nothing leaves the surface, a blocked pair stays blocked, and only the first hit on each pair can matter. The six first hits occur in one of $6!=720$ equally likely orders. Carrying out the adsorption for every order gives 480 full rings and 240 rings with holes. These are the fractions $2/3$ and $1/3$ again, and the mean coverage is $8/9$.

## Solution of part (b)

During the pulse a ring belongs to one of five classes. Let $P_0$ be the probability that it is empty and $P_1$ that it holds one dimer. With two dimers, it has either an open pair, with probability $P_a$, or two isolated holes, with probability $P_b$. Let $P_3$ be the probability that it is full.

An empty ring has six open pairs and is left at the rate $6k$. A ring with one dimer has three open pairs: two lead to class $a$ and one to class $b$. Class $a$ has one open pair. Therefore

$$
\begin{aligned}
\dot P_0&=-6kP_0, & \dot P_1&=6kP_0-3kP_1,\\
\dot P_a&=2kP_1-kP_a, & \dot P_b&=kP_1,\qquad \dot P_3=kP_a .
\end{aligned}
$$

The right-hand sides add to zero, so the total probability stays at 1. Initially $P_0=1$ and the others vanish. We use the abbreviation $x=e^{-kt}$, which falls from 1 to 0 during the exposure.

The first equation gives $P_0=x^6$. For the second, multiply by $e^{3kt}$ to absorb the loss term:

$$
\frac{d}{dt}\left(e^{3kt}P_1\right)=6k\,e^{3kt}e^{-6kt}=6k\,e^{-3kt}.
$$

Integration from 0 to $t$ gives $e^{3kt}P_1=2(1-e^{-3kt})$, and hence

$$
P_1=2(x^3-x^6).
$$

For class $a$ the suitable factor is $e^{kt}$:

$$
\frac{d}{dt}\left(e^{kt}P_a\right)=4k\,e^{kt}\left(e^{-3kt}-e^{-6kt}\right)=4k\left(e^{-2kt}-e^{-5kt}\right).
$$

Integrating,

$$
e^{kt}P_a=4\left(\frac{1-x^2}{2}-\frac{1-x^5}{5}\right)=\frac{6}{5}-2x^2+\frac{4}{5}x^5,
$$

and multiplication by $x$ yields

$$
P_a=\frac{6}{5}x-2x^3+\frac{4}{5}x^6 .
$$

Class $b$ only collects probability:

$$
P_b=2\left(\frac{1-x^3}{3}-\frac{1-x^6}{6}\right)=\frac{1}{3}-\frac{2}{3}x^3+\frac{1}{3}x^6 .
$$

The remainder is $P_3=1-P_0-P_1-P_a-P_b$.

It is easiest to average the empty fraction. This fraction is $1$ for an empty ring, $2/3$ with one dimer, $1/3$ with two and $0$ for a full ring:

$$
1-\langle\theta\rangle=P_0+\frac{2}{3}P_1+\frac{1}{3}(P_a+P_b).
$$

We collect equal powers of $x$. The constant comes from $P_b$ alone and is $1/9$. The coefficient of $x$ comes from $P_a$ alone and is $2/5$. The other two are

$$
\begin{aligned}
x^3:&\quad \frac{4}{3}-\frac{2}{3}-\frac{2}{9}=\frac{4}{9},\\
x^6:&\quad 1-\frac{4}{3}+\frac{4}{15}+\frac{1}{9}=\frac{45-60+12+5}{45}=\frac{2}{45}.
\end{aligned}
$$

The mean coverage is therefore

$$
\boxed{\langle\theta(t)\rangle=\frac{8}{9}-\frac{2}{5}e^{-kt}-\frac{4}{9}e^{-3kt}-\frac{2}{45}e^{-6kt}}
$$

### Short and long exposures

At $t=0$ the three subtracted coefficients add to $(18+20+2)/45=8/9$, so the coverage starts at zero. Its initial slope is

$$
k\left(\frac{2}{5}+\frac{4}{3}+\frac{4}{15}\right)=2k.
$$

This is the expected value: six pairs are hit at the rate $k$ each, and every success raises the coverage by $1/3$. The second derivative at $t=0$ is

$$
-k^2\left(\frac{2}{5}+9\cdot\frac{4}{9}+36\cdot\frac{2}{45}\right)=-6k^2,
$$

so for $kt\ll1$

$$
\langle\theta(t)\rangle\approx2kt-3(kt)^2 .
$$

The negative term expresses blocking. The first dimer removes three of the six open pairs: its own and the two that overlap it.

For long exposures the exponentials vanish and the coverage tends to $8/9$, in agreement with part (a). The slowest term, $\frac25e^{-kt}$, comes from $P_a$, that is, from rings whose last open pair is waiting to be hit. Such a ring has one target left, so its waiting rate is $k$ and not $3k$ or $6k$. The permanent deficit of $1/9$ has another origin: one third of the rings keep one third of their sites empty, and no exposure can fill these isolated holes.

## Solution of part (c) and the numbers

The required coverage is $0.99\cdot\frac89=0.88$, which leaves a shortfall of $0.01\cdot\frac89$. Near saturation we keep only the slowest term:

$$
\frac{2}{5}e^{-kt}\approx\frac{8}{900}
\quad\Longrightarrow\quad
e^{-kt}\approx\frac{1}{45}
\quad\Longrightarrow\quad
t\approx\frac{\ln45}{k}.
$$

With $k=0.5\ \mathrm{s^{-1}}$ this is 7.613 s. Solving with all terms gives 7.614 s. The estimate is slightly short because the omitted terms also reduce the coverage.

The following values show the approach to saturation. The shortfall is measured from $8/9$.

| Exposure (s) | Mean coverage | Shortfall | $\frac25e^{-kt}$ |
|---:|---:|---:|---:|
| 2 | 0.7195 | 0.1694 | 0.1472 |
| 4 | 0.8337 | 0.0552 | 0.0541 |
| 8 | 0.8816 | 0.0073 | 0.0073 |

The entry at 2 s can be rebuilt from the class probabilities $P_1=0.0946$, $P_a=0.3439$, $P_b=0.3010$ and $P_3=0.2581$. One, two or three dimers cover $1/3$, $2/3$ or all of the ring, so

$$
\langle\theta\rangle=\frac{0.0946+2(0.3439+0.3010)+3(0.2581)}{3}\approx0.720 .
$$

At this time $P_b$ has already reached about 90 % of its final value $1/3$, whereas $P_3$ has reached only about 39 % of its final value $2/3$. The holes are thus decided early. Most of the later uptake completes rings that are already certain to become full. By 8 s, $P_a$ has fallen to 0.022, and the remaining shortfall is about 0.8 % of the jamming coverage.

Within the model a purge merely interrupts the hits. Two 4 s pulses with the same $k$, separated by a purge, therefore give the same mean coverage as one 8 s pulse. The second pulse raises it from 0.834 to 0.882. It cannot bring the mean to 1.

The numerical output below also contains the results of enumerating the histories and the 720 hit orders. The class probabilities and the mean coverage were tested against a direct solution of the rate equations for the individual occupation states.

## When the value changes

The value $8/9$ depends on equal rates for all open pairs. Suppose instead that, after the first dimer, a position touching it is hit at $q$ times the rate of the position that does not touch it. Two of the three positions touch, so the ring ends full with probability $2q/(2q+1)$. Since a full ring has $1/3$ more coverage than one with holes,

$$
\langle\theta_J\rangle=\frac{2}{3}+\frac{1}{3}\cdot\frac{2q}{2q+1}.
$$

For $q=1$ this returns $8/9$. Strong preference for contact, $q\to\infty$, gives full rings, and strong avoidance, $q\to0$, gives $2/3$. The tempting answer $4/5$ requires $2q/(2q+1)=2/5$, or $q=1/3$. It would thus be right for dimers that avoid contact to this particular degree, but not for dimers that interact by site exclusion alone.

Mobility can remove the isolated holes. In the arrangement $\{12,45\}$ the holes are sites 3 and 6. If the dimer on $45$ shifts by one site to $56$, sites 3 and 4 become an empty pair and can take a third dimer. If such shifts are possible and the exposure is long enough, every ring ends full. Isolated holes are permanent only while adsorbed dimers stay where they landed.

Desorption removes the jammed state altogether, because any departing dimer reopens a pair. The long-time coverage then depends on the balance between adsorption and desorption rates, and a purge is no longer a neutral pause. The number itself also belongs to the geometry. With the same rules a ring of seven sites jams at $6/7$, one of eight sites at $13/15$ on average, a long chain at about $0.865$ and a square lattice at about $0.907$, and the 99 % time changes as well, to about 7 s for the chain and 6 s for the square lattice at $k=0.5\ \mathrm{s^{-1}}$. The mechanism carries over to extended surfaces; the values $8/9$ and 7.6 s do not. On the six-site ring with equal rates for all open pairs, the mean coverage approaches the self-limiting value $8/9$ when the pulse is long compared with $1/k$ and both desorption and motion are negligible over the whole pulse and purge.

## Calculated quantities

```
Ordered histories, total: 18
Histories ending full: 12
Histories ending with two holes: 6
Probability of each history: 1/18
Probability that a ring ends full: 2/3
Probability that a ring ends with two holes: 1/3
Mean sites gained by the row of four: 10/3
Expected jamming coverage: 8/9 = 0.888889
Variance of jamming coverage: 2/81
Standard deviation of jamming coverage: 0.1571
Distinct full arrangements: 2
Distinct arrangements with holes: 3
Weight of each full arrangement: 1/3
Weight of each arrangement with holes: 1/9
Mean if arrangements were equally weighted: 4/5
Attempt orders, total: 720
Attempt orders ending full: 480
Attempt orders ending with two holes: 240
Mean coverage over attempt orders: 8/9
Attempt rate per pair: 0.5 s^-1
Initial slope of mean coverage: 1.0000 s^-1
Exposure 2 s: x = 0.367879
  P0, P1, Pa, Pb, P3 = 0.002479, 0.094617, 0.343864, 0.300968, 0.258072
  mean coverage = 0.719499
  shortfall from jamming mean = 0.169390
  slowest term (2/5)x = 0.147152
Exposure 4 s: x = 0.135335
  P0, P1, Pa, Pb, P3 = 0.000006, 0.004945, 0.157450, 0.331683, 0.505916
  mean coverage = 0.833653
  shortfall from jamming mean = 0.055236
  slowest term (2/5)x = 0.054134
Exposure 8 s: x = 0.018316
  P0, P1, Pa, Pb, P3 = 0.000000, 0.000012, 0.021966, 0.333329, 0.644692
  mean coverage = 0.881560
  shortfall from jamming mean = 0.007329
  slowest term (2/5)x = 0.007326
Coverage at 99 percent of jamming mean: 0.880000
Exposure time to reach it: 7.6144 s
One-term estimate ln(45)/k: 7.6133 s
```
